\section*{Why Continuum-Screened Coulomb Attraction Cannot Make 1.5 eV Nitride Traps}

\section{The result and its scope}

A singly charged centre in a medium with the rough parameters of silicon nitride binds an electron by about 0.12 eV if continuum-screened Coulomb attraction is all there is. A 1.5 eV trap is twelve times deeper. The obstacle is kinetic energy: an orbit small enough to feel 1.5 eV of screened attraction costs more than 4 eV to confine. Linear continuum polarization of the lattice by the trapped electron does not close the gap for a single or double charge; self-trapping by local distortion of bonds lies outside that model and counts here as a short-range effect. A strong short-range potential, from the atoms and bonds at the defect, can do so.

The word ``alone'' matters. Once a short-range potential has made the orbit compact, a Coulomb tail can deepen the level considerably. A trap that is neutral when empty has no such tail and must be bound by short-range forces, possibly helped by lattice relaxation.

Depth means energy below the conduction-band edge and is counted positive. The electron has effective mass $m=\mu m_0$ in a single parabolic, isotropic band. The empty trap carries a fixed charge $+Ze$, and the medium has static relative permittivity $\varepsilon_s$. The parameters are $\mu=0.5$, $\varepsilon_s=7.5$ and, for the electronic response without lattice motion, $\varepsilon_\infty=4$. Two abbreviations keep the arithmetic short:
\begin{equation}
K=\frac{\hbar^2}{2m}=0.0762\ \mathrm{eV\,nm^2},\qquad
C=\frac{e^2}{4\pi\varepsilon_0}=1.440\ \mathrm{eV\,nm}.
\end{equation}

\section{The kinetic price of a small orbit}

Take the normalized orbital $\psi=e^{-r/a}/\sqrt{\pi a^3}$. Since $|\nabla\psi|^2=\psi^2/a^2$, its mean kinetic energy is $K/a^2$. The mean inverse distance is
\begin{equation}
\left\langle\frac1r\right\rangle
=\frac{4\pi}{\pi a^3}\int_0^\infty r\,e^{-2r/a}\,dr
=\frac{4}{a^3}\,\frac{a^2}{4}=\frac1a .
\end{equation}
The energy of this orbital is therefore
\begin{equation}
E(a)=\frac{K}{a^2}-\frac{ZC}{\varepsilon_s a}.
\label{eq:trial}
\end{equation}
Setting $dE/da=-2K/a^3+ZC/(\varepsilon_s a^2)$ to zero gives
\begin{equation}
a_C=\frac{2K\varepsilon_s}{ZC}
=\frac{4\pi\varepsilon_0\varepsilon_s\hbar^2}{Zme^2}.
\end{equation}
At this radius $ZC/\varepsilon_s=2K/a_C$, so the attraction is twice the kinetic energy in size and $E=-K/a_C^2$. The depth is
\begin{equation}
E_C=\frac{K}{a_C^2}=\frac{Z^2C^2}{4K\varepsilon_s^2}
=\frac{mZ^2e^4}{2(4\pi\varepsilon_0\varepsilon_s)^2\hbar^2}
=\mu\,\mathrm{Ry}\,\frac{Z^2}{\varepsilon_s^2},
\label{eq:depth}
\end{equation}
with $\mathrm{Ry}=13.6057$ eV.

This is the true ground state of the model, not merely the best exponential. For $u=r\psi\propto re^{-r/a}$, two derivatives give $u''=[1/a^2-2/(ar)]u$, and hence
\begin{equation}
-Ku''-\frac{ZC}{\varepsilon_s r}u
=-\frac{K}{a^2}u+\left(\frac{2K}{a}-\frac{ZC}{\varepsilon_s}\right)\frac{u}{r}.
\end{equation}
The bracket vanishes at $a=a_C$, and $u$ has no node at $r>0$, which identifies the lowest state.

For $Z=1$,
\begin{equation}
E_C=\frac{0.5\times13.6057}{7.5^2}\ \mathrm{eV}=0.121\ \mathrm{eV}
=1.94\times10^{-20}\ \mathrm{J},\qquad a_C=0.794\ \mathrm{nm}.
\end{equation}
To make the mean attraction 1.5 eV, the radius must shrink to $C/(7.5\times1.5\ \mathrm{eV})=0.128$ nm. The kinetic energy is then $0.0762/0.128^2=4.65$ eV, and the total energy is positive. Attraction grows as $1/a$ but confinement energy as $1/a^2$, so squeezing the orbit below $a_C$ raises the total energy and weakens the binding.

Equation~\eqref{eq:depth} also shows what it would take to reach 1.5 eV by changing one parameter and holding the others fixed:
\begin{align}
\varepsilon&=\sqrt{\mu\,\mathrm{Ry}/1.5\ \mathrm{eV}}=2.13,\\
\mu&=1.5\ \mathrm{eV}\;\varepsilon_s^2/\mathrm{Ry}=6.20,\\
Z&=\varepsilon_s\sqrt{1.5\ \mathrm{eV}/(\mu\,\mathrm{Ry})}=3.52 .
\end{align}
The permittivity would have to lie well below even $\varepsilon_\infty$, and the mass would have to be twelve times the assumed one.

\section{Can lattice polarization supply the rest?}

Static screening treats the lattice as fully relaxed around the fixed charge. The bound electron also polarizes the lattice, which attracts the electron in turn. To count this energy correctly, describe the lattice response by one representative linear coordinate $q$ with energy $\frac12\lambda q^2-fq$, where the force $f=f_i+f_e$ comes from the ion and the electron. At the minimum $q=f/\lambda$ and the energy is
\begin{equation}
-\frac{(f_i+f_e)^2}{2\lambda}
=-\frac{f_i^2}{2\lambda}-\frac{f_if_e}{\lambda}-\frac{f_e^2}{2\lambda}.
\end{equation}
The first term is present with or without the electron and cancels from the depth. The second is the lattice part of the ion--electron screening; it changes the factor $1/\varepsilon_\infty$ in their attraction to $1/\varepsilon_s$. The third is new, and its factor one half records the elastic cost of the distortion. Summing over all lattice coordinates of a linear continuum gives, for electron density $\rho=|\psi|^2$,
\begin{equation}
E[\psi]=\langle T\rangle-\frac{ZC}{\varepsilon_s}
\left\langle\frac1r\right\rangle
-\frac{C\Delta}{2}\langle\Phi\rangle,
\qquad
\Delta=\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}=0.1167,
\label{eq:lattice}
\end{equation}
where $T$ is the kinetic energy and $\Phi(\mathbf r)=\int\rho(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'$. The fast electronic response to the electron itself is taken to be part of the band edge. The lattice is treated as classical and slow compared with the electron. This is a rough approximation for levels of 0.1 to 0.3 eV, because optical phonons have energies near 0.1 eV. A weak-coupling estimate puts the polarization shift of a free electron at about 0.1 eV, so the depths and bounds below may be off by amounts of that order, which is still small beside 1.5 eV.

For a spherical cloud, charge inside radius $r$ acts as if at the centre, while charge outside contributes $1/r'<1/r$. Thus $\Phi(r)\le1/r$. This gives bounds on two different depths.

The \emph{vertical} depth is the energy for sudden removal, with the lattice frozen in its occupied shape. The electron then moves in
\begin{equation}
V(r)=-\frac{ZC}{\varepsilon_s r}-C\Delta\,\Phi(r)
\ \ge\ -\left(\frac{Z}{\varepsilon_s}+\Delta\right)\frac{C}{r}.
\end{equation}
Evaluated in the ground state of $V$, the energy with the deeper potential on the right is no higher, and the true ground state of that deeper potential is lower still or equal. Its depth is hydrogenic, so
\begin{equation}
E_{\rm vert}\le\mu\,\mathrm{Ry}\left(\frac{Z}{\varepsilon_s}+\Delta\right)^2 .
\label{eq:vert}
\end{equation}

The \emph{relaxed} depth allows the lattice to settle after removal. Inserting $\langle\Phi\rangle\le\langle1/r\rangle$ in equation~\eqref{eq:lattice} gives
\begin{equation}
E_{\rm rel}\le\mu\,\mathrm{Ry}\left(\frac{Z}{\varepsilon_s}+\frac{\Delta}{2}\right)^2 .
\end{equation}
The reference here is a free electron in an undistorted lattice. If the free electron lowers its own energy by polarizing the lattice, and the bound level is left as calculated, the relaxed depth becomes smaller.

For $Z=1$ the bracket in equation~\eqref{eq:vert} is just $1/\varepsilon_\infty$, and the bound is $0.5\times13.6057/4^2=0.425$ eV. Solving for the orbital and polarization self-consistently gives a vertical depth of 0.284 eV and a relaxed depth of 0.197 eV, the latter below its bound of 0.250 eV.

For $Z=2$ the self-consistent depths are 0.779 eV vertical and 0.626 eV relaxed, with bounds of 1.00 and 0.719 eV. Using $\varepsilon_\infty$ for the whole attraction of a double charge would give a larger number, but it would wrongly deny the lattice time to relax around a permanent charge. For $Z=3$ the vertical bound rises to 1.82 eV and no longer excludes 1.5 eV; the self-consistent vertical depth is in fact 1.52 eV. The relaxed depth, 1.30 eV, and its bound, 1.43 eV, still fall short.

\section{What a short-range potential does}

Continuum screening fails close to the ion because the surrounding charge cannot screen at zero distance. A simple estimate for $Z=1$ is
\begin{equation}
V_s(r)=-\frac{C}{r}\left[\frac1{\varepsilon_s}
+\left(1-\frac1{\varepsilon_s}\right)e^{-r/s}\right],
\end{equation}
which is bare for $r\ll s$ and fully screened for $r\gg s$. With an assumed $s=0.05$ nm the depth rises to 0.171 eV. Reaching 1.5 eV requires $s=0.140$ nm, so that weakly screened attraction extends over a distance comparable with a bond length. That is already a short-range potential specific to the defect, and the continuum picture has been given up.

Now consider a trap that is neutral when empty. Replace its short-range attraction by a square well of depth $U$ and radius $R=0.2$ nm, without a Coulomb tail. For a level of depth $E$, the radial equation gives
\begin{equation}
u\propto
\begin{cases}
\sin kr, & r<R,\quad k^2=(U-E)/K,\\
e^{-\kappa r}, & r>R,\quad \kappa^2=E/K.
\end{cases}
\end{equation}
Both $u$ and $u'$ are continuous at $R$, so their ratio is too:
\begin{equation}
k\cot kR=-\kappa .
\label{eq:match}
\end{equation}
At the threshold of binding, $\kappa=0$ and the first solution is $kR=\pi/2$. The least depth that binds is therefore
\begin{equation}
U_{\min}=K\left(\frac{\pi}{2R}\right)^2
=\frac{\pi^2\hbar^2}{8mR^2}=4.70\ \mathrm{eV}.
\end{equation}
For $E=1.5$ eV, $\kappa R=0.887$ and equation~\eqref{eq:match} gives $kR=1.990$. Hence
\begin{equation}
U=K k^2+E=\frac{0.0762\times1.990^2}{0.2^2}\ \mathrm{eV}+1.5\ \mathrm{eV}
=9.05\ \mathrm{eV}.
\end{equation}
The state has 56\% of its probability inside $R$, against 1.5\% for the pure Coulomb state. Outside, its amplitude decays over $1/\kappa=0.225$ nm. At this size effective-mass theory is only a guide to scale. The well depth and the 7.5 eV of kinetic energy inside the well exceed the nitride gap of roughly 5 eV, far outside the range of a single parabolic band, so the well depth is not a prediction for a particular defect.

If the empty trap is singly charged, adding the tail $-C/(\varepsilon_s r)$ reduces the well depth needed for 1.5 eV to 6.76 eV. Removing one ingredient at a time from this combination is instructive: the well alone binds by 0.42 eV and the tail alone by 0.12 eV. Their sum is far below 1.5 eV because the two attractions cooperate. The well pulls the electron inward, where $1/r$ is large, and the tail then pulls it closer still.

The onset with well depth is gradual at first and then steep. With the tail fixed, the level depths at $U=0,2,4,6$ and 8 eV are 0.12, 0.18, 0.46, 1.14 and 2.18 eV. The slope follows from first-order perturbation theory. A small increase $dU$ lowers the energy by $dU$ times the probability of finding the electron in the well:
\begin{equation}
\frac{dE}{dU}=P(r<R).
\end{equation}
This probability is 0.015 at $U=0$, so the extended Coulomb state hardly notices a weak well. Between 6 and 8 eV the average slope is $(2.18-1.14)/2=0.52$: about half the electron now sits in the well, and the level responds strongly to local chemistry.

\section{Consequences for a memory cell}

The difference between 0.12 and 1.5 eV decides whether charge stays. Take thermal emission with time $\tau=\nu^{-1}\exp(E/k_BT)$, an assumed attempt rate $\nu=10^{13}\ \mathrm{s^{-1}}$, and $T=358$ K, where $k_BT=0.0309$ eV. At zero field the Coulomb state empties in about $5\times10^{-12}$ s, while the 1.5 eV state lasts about $1.3\times10^8$ s, or four years. These are single-emission times, not retention predictions: recapture, a spread of depths and loss through the adjoining oxides are left out.

A field changes the estimate for a trap that is charged when empty. Along the easy direction the potential energy is $-ZC/(\varepsilon_s r)-eFr$. Its maximum is at $r_m=\sqrt{ZC/(\varepsilon_s eF)}$, where both terms are equal, so the barrier falls by
\begin{equation}
\delta E=2\sqrt{\frac{ZC\,eF}{\varepsilon_s}}
=2\sqrt{\frac{Ze^3F}{4\pi\varepsilon_0\varepsilon_s}} .
\end{equation}
At 1 MV/cm and $Z=1$ this is 0.277 eV, more than the whole Coulomb depth. Using $\varepsilon_s$ here assumes that the lattice follows the escaping electron. That is doubtful: at thermal speed the electron crosses $r_m=1.4$ nm in about 10 fs, while a 0.1 eV phonon has a period of about 40 fs. If the lattice instead stays frozen in its occupied shape, $Z/\varepsilon_s$ is replaced by $Z/\varepsilon_s+\Delta$, and the lowering for $Z=1$ rises to 0.379 eV. This larger lowering must be subtracted from the vertical depth, not the relaxed one. For a 0.2 nm well with Coulomb tail and polarization as in equation~\eqref{eq:lattice}, adjusted to a relaxed depth of 1.5 eV, the vertical depth is about 1.84 eV. The frozen-lattice barrier is then about 1.46 eV, higher than the 1.22 eV found when the lattice follows. The estimates below use $\varepsilon_s$ and read 1.5 eV as the relaxed depth. A field of 0.19 MV/cm is already enough to lower the barrier by $E_C$, if the shift of the level itself is neglected. For a charged trap of zero-field depth 1.5 eV, applying this lowering to all emission shortens the time to about $1.6\times10^4$ s, or under five hours. The barrier falls less in other directions, and averaging the rate over them gives about $1.7\times10^5$ s, or two days. Thermally assisted tunnelling through the top of the lowered barrier is left out of both times; a semiclassical estimate shortens them by a further factor of about three. A nominal depth of 1.5 eV therefore does not by itself guarantee retention under bias.

For a trap without a Coulomb tail, and with the lattice again assumed to follow the electron, the field makes a triangular barrier of height $E$ and length $E/(eF)=15$ nm. The tunnelling probability is of order $e^{-G}$ with
\begin{equation}
G=2\int_0^{E/(eF)}\sqrt{\frac{E-eFx}{K}}\,dx
=\frac{4E^{3/2}}{3\sqrt K\,eF}=88.7 .
\end{equation}
Direct tunnelling to the nitride band is negligible at this field. Heat can, however, raise the electron part of the way, to where the barrier is thinner. In the same one-dimensional picture, this thermally assisted tunnelling speeds up emission at 358 K by a factor of roughly 80 along the field; averaging over directions reduces the factor to about 9. A frozen lattice would change this picture: the polarization left behind by the electron adds an attractive tail $-C\Delta/r$, and the field then lowers the barrier of a neutral trap too, by about 0.26 eV. That lowering again starts from the vertical depth, about 1.87 eV for a 0.2 nm well of relaxed depth 1.5 eV, so the net barrier of about 1.6 eV is not below the relaxed depth. The direct path of 15 nm is longer than a typical nitride layer of several nanometres, so escape through a nearby oxide is a separate problem that depends on the trap's position.

The parameters above are typical in size for silicon nitride, but the film is amorphous and its composition varies, so none of them is sharply known. The effect of the mass is easy to trace. All energies in the purely Coulombic models, including those with lattice polarization, scale linearly with $\mu$ at fixed permittivities. The vertical bound for $Z=1$ would reach 1.5 eV at $\mu\approx1.8$; the conclusion for a single charge is thus insensitive to moderate errors. For $Z=2$ the bound reaches 1.5 eV at $\mu\approx0.75$, so that exclusion is less secure. Overlap between the orbitals of neighbouring centres is a smaller concern: at a rough trap density of $10^{19}\ \mathrm{cm^{-3}}$, $n^{1/3}a_C=0.17$, and the mean spacing is about six Coulomb radii. A compact deep state overlaps its neighbours still less. The long-range potential of a charged neighbour at the mean spacing, $Cn^{1/3}/\varepsilon_s\approx0.04$ eV, is noticeable beside the Coulomb depth but small beside 1.5 eV.

Three practical rules follow within these limits.
\begin{itemize}
\item Do not estimate the depth of a nitride trap from $\mu$ and $\varepsilon_s$. Calculate the defect with its local bonding, charge state and lattice relaxation, and say whether the quoted depth is vertical or relaxed.
\item Do not add separately calculated Coulomb and short-range depths. In the example their sum is 0.54 eV, while the combined potential binds by 1.5 eV.
\item Settle the charge of the empty trap, and whether the lattice can follow the electron, before applying a Coulomb field-lowering formula. If the lattice follows, the full lowering at 1 MV/cm and 358 K shortens the estimated emission time of a charged trap by a factor of about 8000, and averaging over directions reduces this factor to about 800. Thermally assisted tunnelling narrows the difference between charged and neutral traps, from about 800 to about 250 in the direction-averaged estimate, and so does a lattice too slow to follow.
\end{itemize}

The main values are given in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
Inputs: mass 0.5 m0, eps_s 7.5, eps_inf 4.0
Target depth 1.5 eV, well radius 0.2 nm
K = 0.07620 eV nm^2, C = 1.43996 eV nm, Ry = 13.6057 eV
Coulomb depth, formula: 0.1209 eV = 1.938e-20 J
Coulomb depth, grid: 0.1209 eV
Coulomb orbit radius a_C: 0.7938 nm
Mean potential energy, grid: -0.2419 eV
Target / Coulomb depth: 12.40
Radius where mean attraction is 1.5 eV: 0.1280 nm
Kinetic energy at that radius: 4.651 eV
Permittivity needed alone: 2.130
Mass needed alone: 6.201 m0
Charge needed alone: 3.522 e
Delta = 1/eps_inf - 1/eps_s: 0.11667
Z=1 hydrogenic depth, eps_s: 0.1209 eV
Z=1 vertical depth: 0.2838 eV, bound 0.4252 eV
Z=1 relaxed depth: 0.1973 eV, bound 0.2499 eV
Z=2 hydrogenic depth, eps_s: 0.4838 eV
Z=2 vertical depth: 0.7790 eV, bound 0.9996 eV
Z=2 relaxed depth: 0.6263 eV, bound 0.7186 eV
Incomplete screening, s=0.05 nm: depth 0.1711 eV
Screening length s needed for target: 0.1403 nm
Well only: least depth that binds 4.700 eV
Well only: kR = 1.9902, kappa R = 0.8874
Well only: U for target 9.046 eV
Well only: grid level depth 1.5001 eV
Decay length outside well 1/kappa: 0.2254 nm
Probability inside R, well-only state: 0.5580
Probability inside R, Coulomb state: 0.0147
Well plus Coulomb: U for target 6.756 eV
Same well, Coulomb removed: depth 0.4222 eV (0 = unbound)
Coulomb plus well U=0 eV: depth 0.1209 eV
Coulomb plus well U=2 eV: depth 0.1847 eV
Coulomb plus well U=4 eV: depth 0.4596 eV
Coulomb plus well U=6 eV: depth 1.1437 eV
Coulomb plus well U=8 eV: depth 2.1750 eV
Field 1.0 MV/cm: barrier lowering 0.2771 eV
Field that lowers barrier by E_C: 0.1905 MV/cm
1.5 eV triangular barrier: exit at 15.0 nm
1.5 eV tunnelling exponent: 88.74
Temperature 358.0 K: kT = 0.03085 eV
Attempt rate: 1.0e+13 1/s
Emission time, Coulomb depth: 5.04e-12 s
Emission time, 1.5 eV: 1.31e+08 s
Emission time, 1.5 eV minus lowering: 1.64e+04 s
Trap density 1.0e+19 cm^-3: n^(1/3) a_C = 0.171
\end{verbatim}
